\section*{Why ten years of inverse-frequency noise adds so little rms}

\section{More than eight decades that change little}

A resistive memory cell has relative read-current noise with spectrum $K/f$, where $K=10^{-5}$. Counted from 1 Hz to 1 MHz, its rms is $1.175\,\%$. If the lower limit is moved to one cycle in ten years, the rms becomes $1.827\,\%$. The longest period counted has grown by a factor $3.2\times10^{8}$, and the rms by a factor 1.55. These notes derive that factor, find its first correction for a record of finite length, and ask when a real cell could follow it.

Let $x(t)$ be the relative deviation of the read current from its mean. Its one-sided spectrum $S(f)$ is normalised so that the variance is $\sigma^2=\int_0^\infty S\,df$. Here $f$ is the ordinary frequency, in cycles per second. The ideal model is
\begin{equation}
S(f)=\frac{K}{f}\quad (f_L<f<f_H),\qquad S(f)=0\ \text{otherwise},
\label{eq:model}
\end{equation}
with the same constant $K$ throughout. The noise is assumed stationary, and any steady drift has been removed. Since $x$ is a pure number and $df/f$ has no unit, $K$ is a pure number too.

\section{Leading order: the logarithm}

The variance is the area under the spectrum:
\begin{equation}
\sigma^2=\int_{f_L}^{f_H}\frac{K}{f}\,df
=K(\ln f_H-\ln f_L)=KL,\qquad L=\ln\frac{f_H}{f_L}.
\label{eq:leading}
\end{equation}
Each decade of frequency contributes the same amount, $K\ln10$. The density $K/f$ is ten times larger one decade lower, but that decade is ten times narrower.

Now hold $f_H=10^6$ Hz and $K$ fixed, and compare $f_{L1}=1$ Hz with $f_{L2}=1/(10\ \text{years})$. Ten years is $3.156\times10^{8}$ s, so $f_{L2}=3.169\times10^{-9}$ Hz. The two logarithms are
\begin{align}
L_1&=\ln(10^6)=13.816,\\
L_2&=\ln\frac{10^6}{3.169\times10^{-9}}=33.385 .
\end{align}
The first band has 6 decades and the second has 14.5. In the ratio of rms values $K$ cancels:
\begin{equation}
r_0=\frac{\sigma_2}{\sigma_1}=\sqrt{\frac{L_2}{L_1}}
=\sqrt{\frac{33.385}{13.816}}=\sqrt{2.4165}=1.55 .
\label{eq:ratio}
\end{equation}
Two operations tame the factor $3.2\times10^8$. The logarithm turns it into an added 19.57, and the square root turns a variance ratio of 2.42 into an rms ratio of 1.55.

The rms values quoted at the start follow from $\sigma=\sqrt{KL}$:
\begin{equation}
\sqrt{10^{-5}\times13.816}=0.01175,\qquad
\sqrt{10^{-5}\times33.385}=0.01827 .
\end{equation}

To double the rms, the logarithm must be four times $L_1$. The required cutoff $f_D$ therefore satisfies
\begin{equation}
\ln\frac{f_H}{f_D}=4\ln\frac{f_H}{f_{L1}}
\quad\Rightarrow\quad
f_D=f_H\left(\frac{f_{L1}}{f_H}\right)^4=10^{-18}\ \text{Hz}.
\end{equation}
Its inverse is $3.2\times10^{10}$ years, so for this $f_H$ no practical waiting time doubles the rms.

The upper cutoff matters because it sets how much noise was already counted. With $f_H=1$ kHz and the same two lower cutoffs, the first band has 3 decades instead of 6, and the ratio rises to 1.96. The general form $r_0=\sqrt{1+(L_2-L_1)/L_1}$ shows this: the added logarithm is unchanged, while $L_1$ is halved. The rms would then double at a lower cutoff of $10^{-9}$ Hz, which is one cycle in 32 years.

\section{First correction: a record of finite length}

A measurement of duration $T$ has no sharp cutoff at $1/T$. Suppose that the mean of the record is subtracted and the remaining variance is computed. Let the spectrum continue as $K/f$ far below $1/T$. One component of the noise is $A\cos(2\pi ft+\varphi)$ with random phase $\varphi$. Its mean over the record is
\begin{align}
\frac1T\int_0^T A\cos(2\pi ft+\varphi)\,dt
&=A\,\frac{\sin(2\pi fT+\varphi)-\sin\varphi}{2\pi fT}\nonumber\\
&=A\,\frac{\sin(\pi fT)}{\pi fT}\cos(\pi fT+\varphi).
\end{align}
Averaged over $\varphi$, the square of the component is $A^2/2$, and the square of its record mean is $(A^2/2)\sin^2(\pi fT)/(\pi fT)^2$. The variance left in the record is the difference. Components of different frequency have independent phases, so their variances add:
\begin{equation}
\sigma_T^2=K\int_0^{f_H}\left[1-\frac{\sin^2(\pi fT)}{(\pi fT)^2}\right]\frac{df}{f}.
\end{equation}
For $fT\ll1$ the bracket is close to $(\pi fT)^2/3$. The integral therefore converges at zero frequency: very slow noise looks constant during the record and is subtracted with the mean.

Put $x=\pi fT$ (a new use of the letter) and $X=\pi f_HT$. Then $\sigma_T^2=K\,I(X)$, and two integrations by parts give
\begin{align}
I(X)&=\int_0^X\frac{x^2-\sin^2x}{x^3}\,dx\nonumber\\
&=-\frac12+\frac{\sin^2X}{2X^2}+\int_0^X\frac{2x-\sin2x}{2x^2}\,dx\nonumber\\
&=-\frac32+\frac{\sin^2X}{2X^2}+\frac{\sin2X}{2X}
+\int_0^{2X}\frac{1-\cos y}{y}\,dy .
\label{eq:parts}
\end{align}
The boundary terms at $x=0$ vanish, because $x^2-\sin^2x$ starts as $x^4/3$ and $2x-\sin2x$ starts as $4x^3/3$. The last line uses $y=2x$.

The remaining integral contains Euler's constant $\gamma_E=-\int_0^\infty e^{-y}\ln y\,dy=0.5772$. Integrating by parts from a small $\epsilon$ gives
\begin{equation}
\int_\epsilon^\infty\frac{e^{-y}}{y}\,dy=-\ln\epsilon-\gamma_E+o(1).
\end{equation}
The function $e^{-z}/z$ has no pole inside the first quadrant, so the path may be turned from the real to the imaginary axis. The large arc contributes nothing, and the small arc of radius $\epsilon$ contributes $i\pi/2$, which is imaginary. The real parts then give
\begin{equation}
\int_\epsilon^\infty\frac{\cos y}{y}\,dy=-\ln\epsilon-\gamma_E+o(1).
\end{equation}
Write $\int_\epsilon^Y=\int_\epsilon^\infty-\int_Y^\infty$ for the cosine part and let $\epsilon\to0$. The terms in $\ln\epsilon$ cancel:
\begin{align}
\int_0^Y\frac{1-\cos y}{y}\,dy
&=\ln Y+\gamma_E+\int_Y^\infty\frac{\cos y}{y}\,dy\nonumber\\
&=\ln Y+\gamma_E-\frac{\sin Y}{Y}+\frac{\cos Y}{Y^2}+O(Y^{-3}),
\end{align}
where the last line again comes from integrating by parts. Set $Y=2X$ and insert this in Eq.~(\ref{eq:parts}). The terms in $\sin2X/(2X)$ cancel. The terms in $X^{-2}$ combine, with $\sin^2X=(1-\cos2X)/2$, to $1/(4X^2)$. Thus
\begin{equation}
\sigma_T^2=K\left[\ln(f_HT)+c+\frac{1}{4(\pi f_HT)^2}+\dots\right],
\label{eq:record}
\end{equation}
with
\begin{equation}
c=\ln2\pi+\gamma_E-\frac32=0.915 .
\end{equation}
The leading term is the sharp-cutoff result with $f_L=1/T$, and the first correction is the constant $c$. Even for $T=1$ s the next term is of order $10^{-14}$. Since $L+c=\ln(e^cf_HT)$, the record behaves like a sharp cutoff at $e^{-c}/T=0.40/T$.

Equation~(\ref{eq:record}) was tested on random series with a $1/f$ spectrum, for which $f_H$ is half a cycle per sample. Records of 64 samples gave $\sigma_T^2/K=4.380$, against 4.381 from the formula. Records of 16384 samples gave 9.897 against 9.926, a difference of $0.3\,\%$ of the formula value, within the statistical error of about $0.7\,\%$ for the 512 records averaged.

For records of 1 s and ten years, the constant enters both logarithms:
\begin{equation}
r=\sqrt{\frac{L_2+c}{L_1+c}}
=r_0\sqrt{\frac{1+c/L_2}{1+c/L_1}}
\simeq r_0\left[1+\frac c2\left(\frac1{L_2}-\frac1{L_1}\right)\right].
\end{equation}
The correction is negative, because the same constant is a larger fraction of the smaller logarithm. Numerically,
\begin{equation}
\frac{0.915}{2}\left(\frac1{33.385}-\frac1{13.816}\right)=-0.0194,
\end{equation}
so $r\simeq1.5545\times0.9806=1.524$. The unexpanded square root gives 1.526. Replacing the sharp cutoff by a mean-subtracted record thus moves the factor by about $2\,\%$. Two limits apply. First, Eq.~(\ref{eq:record}) is an average over many records. For Gaussian noise the variance of a single record has a standard deviation of about $1.5K$, almost independent of its length, so the rms ratio of one pair of records scatters by roughly $6\,\%$. Second, $c=0.915$ holds when only the mean is subtracted. A fitted drift also removes slow noise: $c$ falls to 0.165 for a fitted straight line and to about 0.34 for a fitted $\ln t$.

\section{What must stay ideal over ten years}

\subsection{A flat distribution of barriers}

A $1/f$ spectrum can arise from many independent fluctuators, each with its own relaxation time $\tau$. One fluctuator of unit variance and correlation $e^{-t/\tau}$ has the spectrum
\begin{equation}
4\int_0^\infty e^{-t/\tau}\cos(2\pi ft)\,dt=\frac{4\tau}{1+(2\pi f\tau)^2}.
\end{equation}
Let $\tau=\tau_0e^{E/k_BT_c}$, where $E$ is a barrier and $T_c$ the cell temperature, and let $D$ be the variance per unit barrier energy. If $D$ is constant, $dE=k_BT_c\,d\tau/\tau$ gives
\begin{equation}
S(f)=4Dk_BT_c\int_0^\infty\frac{d\tau}{1+(2\pi f\tau)^2}
=4Dk_BT_c\,\frac{\pi/2}{2\pi f}=\frac{Dk_BT_c}{f}.
\label{eq:flat}
\end{equation}
Hence $K=Dk_BT_c$, which is also the variance per unit of $\ln\tau$. The factor $\tau/[1+(2\pi f\tau)^2]$ is largest at $2\pi f\tau=1$, so frequency $f$ mainly probes the barrier
\begin{equation}
E_f=k_BT_c\ln\frac{1}{2\pi f\tau_0}.
\end{equation}

With $\tau_0=10^{-13}$ s and $k_BT_c=0.02585$ eV at 300 K, this gives 0.369 eV at 1 MHz, 0.726 eV at 1 Hz and 1.232 eV at the ten-year cutoff. In this model, a $1/f$ spectrum that continues down to the ten-year cutoff therefore needs a distribution which is flat between about 0.37 and 0.73 eV to stay flat for roughly another 0.51 eV. For a flat distribution at 300 K, barriers more than 0.1 eV above 0.73 eV supply only about $1\,\%$ of the spectrum at 1 Hz, and less at higher frequencies. A measurement above 1 Hz at this temperature therefore says little about most of that extension. A warmer measurement reaches part of it: at $85\,^\circ$C, 1 Hz probes 0.87 eV if $\tau_0$ is unchanged.

At $85\,^\circ$C (358 K), with $D$ and $\tau_0$ held fixed, $K$ grows in proportion to temperature. Both rms values rise by $\sqrt{358.15/300}=1.093$, and their ratio is unchanged. The barriers probed also scale with temperature, so the flat region must then reach about 1.47 eV.

\subsection{An exponent of one}

Let $S=K/f^{1+\eta}$, with $f$ measured in Hz. The substitution $f=f_He^{-u}$ gives
\begin{equation}
\sigma^2=Kf_H^{-\eta}\int_0^Le^{\eta u}\,du
=Kf_H^{-\eta}\,\frac{e^{\eta L}-1}{\eta}
\end{equation}
and therefore
\begin{equation}
r=\sqrt{\frac{e^{\eta L_2}-1}{e^{\eta L_1}-1}} .
\end{equation}
For $|\eta|L_2\ll1$ the expansion $(e^{\eta L}-1)/\eta\simeq L(1+\eta L/2)$ gives $r\simeq r_0[1+\eta(L_2-L_1)/4]$. At $\eta=0.1$ the product $\eta L_2$ is already 3.3, so this expansion fails and the full formula is needed. It gives $r=3.02$ for exponent 1.1 and $r=1.135$ for exponent 0.9. A departure of 0.1 from the ideal exponent thus matters far more than the definition of the cutoff, because it acts over 14.5 decades.

\section{A phase-change cell}

The example stands for a phase-change memory cell in its amorphous, high-resistance state. Its resistance $R=1$ M$\Omega$, read voltage $V=0.1$ V and drift exponent 0.1 are rough typical values. The noise strength $K=10^{-5}$ is a round working value, since $K$ depends strongly on cell size and material. Real amorphous cells are not stationary: their resistance drifts upward after programming, roughly as $R\propto t^\nu$. From 1 s to ten years, $\nu=0.1$ gives
\begin{equation}
\Delta\ln R=0.1\ln(3.156\times10^8)=1.957,
\end{equation}
which is a factor 7.08 in resistance. The change in $\ln R$ is 107 times the ten-year noise rms of 0.0183. Without drift removal, the factor 1.55 does not describe the total change of the cell. The removal must also be accurate: an error in $\nu$ of $0.01827/\ln(3.156\times10^8)=9\times10^{-4}$ leaves a change in $\ln R$, from 1 s to ten years, as large as one rms of noise. Most of this change comes early, so in a uniformly sampled ten-year record it acts mostly as a constant offset. Its rms about the record mean is only $9\times10^{-4}$, about twenty times smaller than the noise, while its rms measured from the value at 1 s is 0.017.

\subsection{White noise}

Thermal and shot noise add a flat spectrum. In atomic units ($e=1$), a single barrier carrying current $I=V/R$ has current noise $2I\coth z$ with $z=V/(2k_BT_c)$. Since
\begin{equation}
z\coth z=z+\frac{2z}{e^{2z}-1}\le z+1,
\end{equation}
multiplying by $4k_BT_c/R=2I/z$ gives $2I\coth z\le2I+4k_BT_c/R$. The sum of shot and thermal noise is thus an upper bound for this model. At $I=0.1\ \mu$A and over 1 MHz, the two parts have relative rms $0.179\,\%$ and $0.129\,\%$. Added as squares they give $0.220\,\%$. Including this bound in both bands lowers the ratio from 1.55 to 1.54. This holds for $R=1$ M$\Omega$. At fixed voltage both relative white-noise variances grow in proportion to $R$, so with the resistance 7.08 times larger after ten years of drift, and the same $K$, the bound would lower the ratio to 1.46.

\subsection{Few fluctuators}

A small cell may not contain enough fluctuators for a smooth spectrum. Suppose that each one switches the current by a fraction $\delta=1\,\%$, a chosen value, and spends equal time in its two states. Its deviations are $\pm\delta/2$, so its variance is $\delta^2/4$. The variance per unit of $\ln\tau$ is $K$, so the number of fluctuators per unit of $\ln\tau$ is
\begin{equation}
n=\frac{4K}{\delta^2}=\frac{4\times10^{-5}}{10^{-4}}=0.4 .
\end{equation}
If each fluctuator is assigned wholly to one band, the band above 1 Hz holds on average $0.4\,L_1=5.5$ of them, and the extension to ten years adds $0.4\,(L_2-L_1)=7.8$. In a cell with $N_f>0$ fast and $N_s$ slow fluctuators, the ratio is $\sqrt{1+N_s/N_f}$.

With independent Poisson counts, the 10th and 90th percentiles of this ratio are 1.29 and 2.06. About one cell in ten exceeds 2: summing the Poisson probabilities gives 0.101, and placing fluctuators at random in simulated cells gives 0.100. These digits depend on assigning each fluctuator wholly to one band. If its Lorentzian spectrum is shared between the bands, the percentiles become 1.31 and 1.99 and the fraction above 2 is 0.096. The factor 1.55 is the square root of a ratio of variances averaged over many cells. It is not a prediction for each cell.

For these parameters, with $R$ held at 1 M$\Omega$, white noise and the use of a mean-subtracted record each shift the averaged factor by at most about $2\,\%$. Fitting a $\ln t$ drift to the ten-year record alone makes the second shift about $3\,\%$. The spectral exponent and the small number of fluctuators can change it by tens of per cent or more. Using 1.55 to scale the noise rms therefore requires drift to be removed, an exponent within about 0.01 of one down to the ten-year cutoff if the factor is to hold to $5\,\%$, and variances averaged over many cells. A design margin for single cells must also allow for the spread between cells and for rare large deviations. The remaining digits are in the numerical output.

\section*{Computed values}
\begin{verbatim}
Upper cutoff: 1.000e+06 Hz
First lower cutoff: 1.0 Hz
Ten years: 3.1558e+08 s
Second lower cutoff: 3.1688e-09 Hz
Logarithm, 1 Hz cutoff: 13.8155
Logarithm, ten-year cutoff: 33.3854
Decades, 1 Hz cutoff: 6.000
Decades, ten-year cutoff: 14.499
Variance ratio: 2.4165
RMS ratio: 1.5545
RMS ratio from numerical areas: 1.5545
Lower cutoff doubling the rms: 1.00e-18 Hz
Its inverse: 3.17e+10 years
RMS ratio if upper cutoff were 1 kHz: 1.958
Noise strength K: 1.0e-05 (dimensionless)
Relative rms, 1 Hz cutoff: 1.175 %
Relative rms, ten-year cutoff: 1.827 %
Temperature: 300.0 K; kT: 0.02585 eV
Attempt time: 1.0e-13 s
Barrier probed at 1 MHz: 0.369 eV
Barrier probed at 1 Hz: 0.726 eV
Barrier probed at ten-year cutoff: 1.232 eV
Flat barrier range in test: 0.2 to 1.7 eV
Record-formula constant: 0.9151
RMS ratio for mean-subtracted records: 1.5259
Synthetic record, 64 samples, variance/K: 4.380; formula 4.381
Synthetic record, 16384 samples, variance/K: 9.897; formula 9.926
RMS ratio for spectral exponent 0.9: 1.135
RMS ratio for spectral exponent 1.1: 3.019
Drift exponent: 0.10
Resistance drift factor, 1 s to ten years: 7.08
Change of ln(R) by drift: 1.957
Drift in ln(R) / ten-year noise rms: 107.1
Drift-exponent error equal to noise rms: 9.34e-04
Cell resistance: 1.00 MOhm
Read voltage: 0.10 V; current: 0.100 uA
Thermal relative rms in 1 MHz: 0.129 %
Shot relative rms in 1 MHz: 0.179 %
White-noise upper-bound rms: 0.220 %
RMS ratio with white noise added: 1.5390
Hot temperature: 358.15 K
Factor on both rms values when hot: 1.093
Current step per fluctuator: 1.0 %
Fluctuators per e-fold of tau: 0.400
Mean fluctuators, 1 Hz to 1 MHz: 5.53
Mean added slow fluctuators: 7.83
Cell rms ratio, 10th percentile: 1.29
Cell rms ratio, 90th percentile: 2.06
Probability that cell ratio exceeds 2: 0.101
Same probability from random cells: 0.100
\end{verbatim}
